# Four-Phonon Share of Scattering from the Slope of Thermal Conductivity

## Problem

An electrically insulating crystal is held at fixed volume. Its phonons are treated as gray: all have the same speed $v$ and the same scattering rate. The temperature is high enough for the heat capacity per volume $C$ to be constant. Two independent kinds of collision occur, with rates

$$w_3=aT,\qquad w_4=bT^2,$$

for three-phonon and four-phonon processes. Each collision sends the phonon off in a random direction, so every collision resists the heat current. There is no other scattering, and phonons carry all the heat.

The conductivity $k$ is known at two temperatures:

- $k_1=2.6193$ W/(m K) at $T_1=550$ K
- $k_2=2.0580$ W/(m K) at $T_2=650$ K

These are values of the model, not measurements.

(a) Why are the rates linear and quadratic in $T$?

(b) Express the four-phonon share of collisions, $f=w_4/(w_3+w_4)$, through the local logarithmic slope $n=-d\ln k/d\ln T$.

(c) Find the share near 600 K, the temperature $T_*$ at which the two rates are equal, and the share at 900 K.

(d) How uncertain is the share if each conductivity has an independent random error of 1%?

(e) Real samples are usually free to expand. How does this change the inference?

## Hints

1. For (a), write gain minus loss for one mode and differentiate with respect to its occupation. Then replace each Bose occupation by $k_BT/\hbar\omega$ and use energy conservation.
2. For (b), find the diffusivity of a phonon making random flights, then differentiate $\ln k$.
3. For (c), the slope between two points is an average of the local slope over $\ln T$. Ask which temperature it belongs to.
4. For (e), let $k$ depend on both $T$ and $V$, and use the chain rule.

## Solution

**(a) The powers of temperature.** Let a mode of frequency $\omega$ and occupation $N$ split into modes 1 and 2. The net loss is proportional to

$$N(1+N_1)(1+N_2)-(1+N)N_1N_2 .$$

Its derivative with respect to $N$ gives the factor in the relaxation rate:

$$(1+N_1)(1+N_2)-N_1N_2=1+N_1+N_2 .$$

In the classical regime $N_i\simeq k_BT/\hbar\omega_i\gg1$. Since $\omega=\omega_1+\omega_2$, the leading term is

$$\frac{k_BT}{\hbar}\left(\frac1{\omega_1}+\frac1{\omega_2}\right)=\frac{k_BT}{\hbar}\,\frac{\omega}{\omega_1\omega_2}.$$

If the mode instead merges with mode 1 into mode 2, the factor is $N_1-N_2$. With $\omega_2-\omega_1=\omega$ this has the same leading form, so both processes are linear in $T$.

For splitting into three modes the factor is

$$(1+N_1)(1+N_2)(1+N_3)-N_1N_2N_3 .$$

The cubic terms cancel. The leading terms are the pair products:

$$N_1N_2+N_1N_3+N_2N_3\simeq\left(\frac{k_BT}{\hbar}\right)^2\frac{\omega_1+\omega_2+\omega_3}{\omega_1\omega_2\omega_3}
=\left(\frac{k_BT}{\hbar}\right)^2\frac{\omega}{\omega_1\omega_2\omega_3}.$$

The other two four-phonon processes, two modes into two and three into one, also leave pair products. For two into two, $\omega+\omega_1=\omega_2+\omega_3$ and the leading terms are

$$N_1N_2+N_1N_3-N_2N_3\simeq\left(\frac{k_BT}{\hbar}\right)^2\frac{\omega_3+\omega_2-\omega_1}{\omega_1\omega_2\omega_3}.$$

For three into one, $\omega+\omega_1+\omega_2=\omega_3$ and they are

$$N_1N_2-N_1N_3-N_2N_3\simeq\left(\frac{k_BT}{\hbar}\right)^2\frac{\omega_3-\omega_2-\omega_1}{\omega_1\omega_2\omega_3}.$$

In both cases the last numerator equals $\omega$, so the final expression is the same as for splitting. The rates are therefore proportional to $T$ and $T^2$, provided that frequencies and coupling constants do not change with temperature.

**(b) From slope to share.** The two kinds of collision are independent, so their rates add and a flight lasts on average $\tau=1/(w_3+w_4)$. The probability that a four-phonon collision ends it is

$$\int_0^\infty w_4\,e^{-(w_3+w_4)t}\,dt=\frac{w_4}{w_3+w_4}=f .$$

A flight of duration $t$ at angle $\theta$ to the temperature gradient moves the phonon by $x=vt\cos\theta$. For random directions $\langle\cos^2\theta\rangle=1/3$, and for exponentially distributed times $\langle t^2\rangle=2\tau^2$. Successive flights are independent, so their mean square displacements add. The diffusivity is

$$D=\frac{\langle x^2\rangle}{2\langle t\rangle}=\frac{v^2(1/3)(2\tau^2)}{2\tau}=\frac{v^2\tau}{3}.$$

The energy density changes by $C\,dT$, so the heat flux is $-DC\,dT/dx$ and

$$k=CD=\frac{Cv^2}{3(aT+bT^2)} .$$

With $C$ and $v$ constant, only the denominator contributes to the slope:

$$n=\frac{d\ln(aT+bT^2)}{d\ln T}=\frac{T(a+2bT)}{aT+bT^2}=\frac{w_3+2w_4}{w_3+w_4}=1+\frac{w_4}{w_3+w_4}.$$

Hence

$$\boxed{f=n-1}$$

The slope is the mean of the exponents 1 and 2, weighted by the shares of the two processes. It tends to 1 when three-phonon scattering dominates and to 2 when four-phonon scattering dominates. A fixed-volume slope that lies outside this range by clearly more than its measurement error contradicts the model. A slope inside the range does not prove the model, since neglected effects can shift $n$ without taking it out of the range.

The relation was tested by simulating two million random flights, with the parameters given under "The model beside rock salt". The share was counted from the collisions, and the slope was obtained separately from the displacements. At 600 K the count gave 0.4442 and the slope gave $n-1=0.4466$. At 300, 600 and 900 K the two differed by less than 0.004, about twice the sampling standard error of 0.002.

**(c) The numbers.** The slope between the two readings is

$$n=\frac{\ln(k_1/k_2)}{\ln(T_2/T_1)}=\frac{0.24117}{0.16705}=1.4437 .$$

To see where it applies, divide numerator and denominator of $f$ by $bT$ and set $T_*=a/b$:

$$f=\frac{T}{T+T_*},\qquad \frac{df}{d\ln T}=\frac{TT_*}{(T+T_*)^2}=f(1-f).$$

Differentiating again gives $d^2f/d(\ln T)^2=f(1-f)(1-2f)$. Now average $f$ over an interval of width $h=\ln(T_2/T_1)$, centred in $\ln T$. The linear term cancels, and the quadratic term leaves

$$\frac{h^2}{24}f(1-f)(1-2f).$$

The centre is the geometric mean $\sqrt{T_1T_2}=597.9$ K, and the correction there is only $3\times10^{-5}$. Thus $f=0.444$ at 598 K: four-phonon processes cause about 44% of the collisions.

Solving $f=T/(T+T_*)$ for the crossover temperature gives

$$T_*=T\,\frac{1-f}{f}=T\,\frac{2-n}{n-1}=597.9\ \text{K}\times\frac{0.5563}{0.4437}\simeq750\ \text{K}.$$

The share at 900 K follows as $900/(900+750)=0.545$.

For widely spaced readings the midpoint approximation can be avoided. Since $kT\propto1/(T_*+T)$,

$$R\equiv\frac{k_1T_1}{k_2T_2}=\frac{T_*+T_2}{T_*+T_1}
\quad\Rightarrow\quad T_*=\frac{T_2-RT_1}{R-1}.$$

Here $R=1.07693$, which again gives 750 K.

**(d) Random error.** Small relative errors $\varepsilon_1,\varepsilon_2$ change $\ln(k_1/k_2)$ by $\varepsilon_1-\varepsilon_2$. If they are independent with equal standard deviation $\varepsilon$, their variances add:

$$\delta f=\frac{\sqrt2\,\varepsilon}{\ln(T_2/T_1)}=\frac{0.01414}{0.16705}=0.085 .$$

This is 19% of the inferred share, although each reading is good to 1%. The share at 900 K has nearly the same error, about 0.085. The crossover temperature is poorly fixed: the same reading errors spread the central 68% of its values from about 535 to 1070 K. A wider temperature interval reduces these errors.

**(e) A sample free to expand.** At fixed temperature let $k\propto V^{-g}$ near the working point, and let $\alpha=d\ln V/dT$ at constant pressure. The chain rule gives

$$\frac{d\ln k}{d\ln T}\bigg|_P=-n-g\,\alpha T
\quad\Rightarrow\quad n_P=n+g\alpha T,\qquad f=n_P-1-g\alpha T .$$

When $g\alpha>0$, as in rock salt, expansion steepens the fall of $k$ and imitates four-phonon scattering; when $g\alpha<0$ the shift has the opposite sign. For the rough values $g=6$ and $\alpha=1.2\times10^{-4}$ K$^{-1}$, the shift at 600 K is $6\times0.072=0.432$. The uncorrected rule would return 0.876 instead of 0.444. An error of 1 in $g$ alone changes the corrected share by $\alpha T=0.072$, so $g$ must be known well. The same holds for $\alpha$, which must be taken at the working temperature. The value used here is of the size found in NaCl near room temperature, $\alpha$ grows on heating, and each 10% added to it adds 0.043 to the shift.

## The model beside rock salt

The readings come from parameters in the rough regime of NaCl: ion spacing 0.282 nm, speed 2600 m/s, and rates at 300 K of $w_3=0.50$ and $w_4=0.20$ per ps. The classical heat capacity, $3k_B$ per ion, is 1.85 MJ/(m³ K). The model gives $k=5.9$ W/(m K) at 300 K, close to the rough measured size of 6. This agreement constrains the total rate but not its division, which was chosen. The 44% is therefore not a finding about NaCl.

At 600 K the mean free path is 1.44 nm, about five ion spacings, so the picture of free flights is usable but not comfortable. At 900 K it falls to 0.79 nm, under three spacings, and group B of Variation 2 is as short, so the numbers there are statements about the model only. Besides expansion, two other effects are sized here:

- **Radiation.** Consider a perfectly transparent slab of thickness $L=1$ mm and refractive index $\eta=1.5$ between black faces. Linearizing the flux $\eta^2\sigma(T_h^4-T_c^4)$ gives a parallel conductivity $k_r=4\eta^2\sigma T^3L=0.110$ W/(m K). It rises as $T^3$, so the total slope is $(nk-3k_r)/(k+k_r)$. The shift is $-(n+3)k_r/(k+k_r)=-0.202$. Since $k_r\propto L$, the shift grows with thickness, and beyond about 2.3 mm it exceeds the expansion shift of 0.432 in size.
- **Quantum occupation.** With a rough Debye temperature of 320 K, the heat capacity is still rising slightly and the rates are not quite classical. Using a Debye heat capacity and the rates at which a mode at the top of the spectrum splits into two or three modes of equal frequency, the shift of $n-1$ from the actual four-phonon share is $-0.042$. The size depends on the collisions chosen: if the two-into-two process, with all four modes at the top frequency, replaces splitting into three, the shift is $-0.014$. Even the sign can change. Take a mode at half the top frequency. If its three-phonon process is merging with a like mode, and its four-phonon process is a collision with a top mode that gives two modes of equal frequency, the shift is $+0.0045$.

Expansion and radiation act in opposite directions, so a plausible raw slope may hide a partial cancellation. Real crystals also have collisions that conserve the total phonon wavevector and do not directly resist the heat current. The model counts these as resistive. It also neglects any change of phonon frequencies and coupling constants with temperature, which can occur even at fixed volume. Neither error is sized here.

## Variation 1: defects and grain boundaries

Add a temperature-independent rate $w_0$, and let $f_0,f_3,f_4$ be the three shares, with $f_0+f_3+f_4=1$. The exponents are now 0, 1 and 2, so

$$n=f_3+2f_4=(1-f_0-f_4)+2f_4
\quad\Rightarrow\quad n-1=f_4-f_0 .$$

The slope now gives a difference of shares, and $f_0$ must be found separately. If $f_0>f_4$, the slope falls below 1.

At 600 K, $w_3=1.00$ and $w_4=0.80$ per ps. A defect rate of 0.03 per ps gives $f_0=0.03/1.83=0.016$, a small error. For grains of 10 µm, the estimate $w_0=v/(10\ \text{µm})$ gives an error of about $10^{-4}$, which is negligible here.

## Variation 2: phonons with unequal lifetimes

Suppose that several groups of modes conduct in parallel, each with its own relaxation time, so that $k=\sum_i k_i$. Each group obeys $-dk_i/d\ln T=k_i(1+f_i)$. Summing and dividing by $k$ gives

$$n-1=\frac{\sum_i k_if_i}{\sum_i k_i}.$$

The slope measures the share weighted by heat conduction. Take two groups at 600 K with equal heat capacities and speeds:

- Group A: $w_3=0.3$, $w_4=0.1$ per ps; $f=0.250$, $k=5.202$ W/(m K)
- Group B: $w_3=1.7$, $w_4=1.5$ per ps; $f=0.469$, $k=0.650$ W/(m K)

Then

$$n-1=\frac{5.202\times0.250+0.650\times0.469}{5.852}=0.274 .$$

The mean rates are still 1.0 and 0.8 per ps, so with equal weight per mode the share of all collisions remains $0.8/1.8=0.444$. The slope gives less because the long-lived group carries most of the heat and has the smaller four-phonon share. In a crystal that is not gray, $n-1$ therefore describes the modes that carry the heat, not the average collision.

Most of the computed values are in the numerical output below. The error of the share at 900 K, the spread of $T_*$ and the quantum shifts $-0.014$ and $+0.0045$ are not listed there.

## Computed results

```
Ion spacing: 0.282 nm; speed: 2600 m/s
Heat capacity C: 1.847 MJ/(m^3 K)
Rates at 300 K: w3 0.50, w4 0.20 1/ps
a: 1.6667 1/(ns K); b: 2.2222 1/(us K^2)
Model crossover a/b: 750.0 K
Random flights: T, k, counted share, slope n
  300 K: 5.938 W/(m K), 0.2857, 1.2842
  600 K: 2.310 W/(m K), 0.4442, 1.4466
  900 K: 1.258 W/(m K), 0.5454, 1.5492
Formula: T, k, share
  300 K: 5.945 W/(m K), 0.2857
  600 K: 2.312 W/(m K), 0.4444
  900 K: 1.261 W/(m K), 0.5455
Reading k(550 K): 2.6193 W/(m K)
Reading k(650 K): 2.0580 W/(m K)
ln(k1/k2): 0.24117; ln(T2/T1): 0.16705
Chord slope n: 1.4437
Geometric-mean temperature: 597.9 K
Inferred share there: 0.4437; model: 0.4436
Midpoint error of chord: 3.2e-05
Crossover from slope: 749.7 K
Ratio R: 1.07693; crossover from R: 749.8 K
Predicted share at 900 K: 0.5455
Share error for 1% noise in each k: 0.085
At 600 K: w3 1.00, w4 0.80 1/ps
At 600 K: k 2.312 W/(m K), n 1.4444, share 0.4444
Bias of n-1 as the share, at 600 K:
  expansion (g 6, alpha 1.2e-04 1/K): +0.432
  uncorrected constant-pressure n-1: 0.876
  radiation (slab 1 mm, index 1.5): -0.202
  radiative conductivity: 0.110 W/(m K)
  quantum (Debye 320 K): -0.042
  defects (0.03 1/ps): -0.016
  grains (10 um): -1.4e-04
Two mode groups at 600 K, rates in 1/ps:
  w3 0.3, w4 0.1, share 0.250, k 5.202 W/(m K)
  w3 1.7, w4 1.5, share 0.469, k 0.650 W/(m K)
  n-1: 0.274; heat-weighted: 0.274
  share of all events: 0.444
Mean free path at 600 K: 1.44 nm
Top-mode omega*tau at 600 K: 23.3
```
